# Nonnegative Densities of States from Chebyshev Moments with the Jackson Kernel

## What goes wrong without a kernel

A density of states counts levels, so it cannot be negative. Yet if it is rebuilt from finitely many Chebyshev moments by cutting off the series, negative values can appear. In the covalent chain treated below, 64 moments give $-0.87$ states per hartree per atom at an energy inside the gap, where the true value is zero. Using many more moments shrinks the oscillation at a fixed energy but does not remove the negative values, which crowd towards the gap edge: the deepest value in the gap is $-0.98$ for 64 moments, $-1.61$ for 256 and $-3.31$ for 1024, although it does not deepen at every single step.

The cure is to multiply the moments by suitable factors. They cost some sharpness, and the question is how little sharpness must be given up. Three moments are enough to see the whole mechanism.

## One level and three moments by hand

Let energies be measured from the middle of a window of half-width $W$, with $x=E/W=\cos\theta$ and $0\le\theta\le\pi$. The Chebyshev polynomials are $T_n(\cos\theta)=\cos n\theta$. An isolated orbital at $E=0$ has density $D(x)=\delta(x)$ and moments
$$\mu_n=\int_{-1}^{1}D(x)T_n(x)\,dx=T_n(0):\qquad \mu_0=1,\quad \mu_1=0,\quad \mu_2=-1 .$$

The Chebyshev series, derived in the next section, is
$$D(x)=\frac{1}{\pi\sqrt{1-x^2}}\Big[\mu_0+2\sum_{n\ge1}\mu_nT_n(x)\Big].$$
Cut after $n=2$, its bracket is
$$1-2T_2(x)=1-2(2x^2-1)=3-4x^2 ,$$
which is negative for $|x|>\sqrt3/2$.

Now replace $\mu_n$ by $g_n\mu_n$, with $g_0=1$ to keep the number of states. The factors define a kernel
$$K(\phi)=1+2g_1\cos\phi+2g_2\cos2\phi ,$$
which is the angular shape given to a level. We want $K\ge0$ and $g_1$ as near to 1 as possible, because the mean of $2-2\cos\phi=4\sin^2(\phi/2)$, a measure of squared width, is $2-2g_1$.

At $\phi=3\pi/4$ we have $\cos\phi=-1/\sqrt2$ and $\cos2\phi=0$. Hence $K(3\pi/4)=1-\sqrt2\,g_1\ge0$, or $g_1\le1/\sqrt2$. If equality holds, $K$ vanishes there, and since it may not go below zero its slope must vanish too:
$$K'(3\pi/4)=-2g_1\frac{1}{\sqrt2}-4g_2(-1)=-1+4g_2=0,\qquad g_2=\tfrac14 .$$
With these factors
$$K=1+\sqrt2\cos\phi+\tfrac12\cos2\phi=\Big(\cos\phi+\tfrac1{\sqrt2}\Big)^2\ge0 ,$$
so the bound is reached. The bracket for our level becomes $1-\frac12T_2(x)=\frac32-x^2$, which is positive throughout the window.

The general case has the same three parts: sampling at special angles bounds $g_1$, double zeros fix the kernel, and a square shows that it exists.

## The series and its moments in general

Let $H$ be a real symmetric matrix with spectrum strictly inside $(-W,W)$, after a shift of the energy origin if necessary, and let $X=H/W$. $D(x)$ is a local or total density normalized to one. Substituting $x=\cos\theta$ gives
$$\int_{-1}^{1}\frac{T_mT_n}{\pi\sqrt{1-x^2}}dx=\frac1\pi\int_0^\pi\cos m\theta\cos n\theta\,d\theta ,$$
which is 0 for $m\ne n$, 1 for $m=n=0$ and $\frac12$ for $m=n\ge1$. The factor 2 in the series compensates this $\frac12$. For discrete levels the infinite series is understood under integrals with smooth functions; the finite sums are ordinary functions.

For a local density, start from the unit vector $\alpha_0$ of one orbital and define $\alpha_n=T_n(X)\alpha_0$. The identity $\cos(n+1)\theta=2\cos\theta\cos n\theta-\cos(n-1)\theta$ gives
$$\alpha_1=X\alpha_0,\qquad \alpha_{n+1}=2X\alpha_n-\alpha_{n-1},\qquad \mu_n=\alpha_0\cdot\alpha_n .$$
Because $X$ is symmetric, $\alpha_m\cdot\alpha_n=\alpha_0\cdot T_mT_n\alpha_0$. With $2T_mT_n=T_{m+n}+T_{|m-n|}$,
$$\mu_{2n}=2\,\alpha_n\cdot\alpha_n-\mu_0,\qquad \mu_{2n+1}=2\,\alpha_{n+1}\cdot\alpha_n-\mu_1 .$$
Each matrix product therefore yields two moments. The total density uses the average of $\mu_n$ over all orbitals.

The window matters. For $x>1$, $T_n(x)=\cosh(n\,\mathrm{arcosh}\,x)$ grows exponentially with $n$, so even one level outside the window, if it has weight in the density, ruins the moments once $n$ is large enough.

## Why truncation produces negative values

Use $N$ moments, $n=0,\dots,N-1$, and let $K(\phi)=1+2\sum_{n=1}^{N-1}g_n\cos n\phi$. A level at $x'=\cos\theta'$ has $\mu_n=\cos n\theta'$. Since $2\cos n\theta\cos n\theta'=\cos n(\theta-\theta')+\cos n(\theta+\theta')$, it is drawn as
$$\frac{K(\theta-\theta')+K(\theta+\theta')}{2\pi\sin\theta}. \tag{1}$$
If $K\ge0$, any sum of levels with nonnegative weights is nonnegative.

Truncation means $g_n=1$. Multiply $K$ by $\sin(\phi/2)$ and use $2\sin(\phi/2)\cos n\phi=\sin(n+\frac12)\phi-\sin(n-\frac12)\phi$. The sum telescopes to
$$K_{\rm trunc}(\phi)=\frac{\sin[(N-\frac12)\phi]}{\sin(\phi/2)} .$$
Its peak is $2N-1$. With $u=(N-\frac12)\phi$ fixed and $N$ large, the ratio to the peak tends to $\sin u/u$. The negative lobes become narrower but keep their relative depth; at $N=64$ the deepest is $-0.217$ of the peak. These are the Gibbs oscillations.

Must the density itself become negative? For $M$ distinct levels $x_k$ it must, once $N\ge2M+1$. Take $p(x)=\prod_k(x-x_k)^2$, of degree $2M\le N-1$. By orthogonality the truncated density $D_N$ has the true first $N$ moments, so
$$\int p\,D_N\,dx=\int p\,D\,dx=0 .$$
If $D_N$ were nonnegative, $p\,D_N$ would vanish throughout the open interval. Then $D_N$ would vanish except perhaps at the $M$ zeros of $p$, and by continuity there too. That contradicts its unit integral.

For a continuous spectrum there is no such general necessity. The semicircle $D=(2/\pi)\sqrt{1-x^2}$ has the bracket $\pi\sin\theta\,D=2\sin^2\theta=1-\cos2\theta$. Its series ends at $n=2$, and truncation with $N\ge3$ reproduces it without error.

## The best nonnegative kernel

We seek the largest $g_1$ for $N\ge2$, subject to $K\ge0$. Put
$$q=\frac{\pi}{N+1},\qquad \phi_j=(2j+1)q,\quad j=0,\dots,N .$$
For $1\le n\le N$, the average of $e^{in\phi_j}$ over these $N+1$ angles is $e^{inq}$ times the average of $e^{2\pi inj/(N+1)}$, a geometric sum equal to zero. The average of any trigonometric polynomial of degree at most $N$ over the nodes thus equals its constant term.

Apply this to $K(\phi)(\cos q-\cos\phi)$, which has degree $N$. The constant term of $K\cos\phi$ is $2g_1\cdot\frac12=g_1$, hence
$$\cos q-g_1=\frac1{N+1}\sum_{j=0}^{N}K(\phi_j)(\cos q-\cos\phi_j)\ge0 .$$
The sign holds because the nodes nearest to zero, modulo $2\pi$, are $\pm q$. Therefore $g_1\le\cos[\pi/(N+1)]$.

Equality requires $K=0$ at the other $N-1$ nodes. Each is a minimum of a nonnegative smooth function, so each zero is at least double. Now $e^{i(N-1)\phi}K$ is a polynomial in $e^{i\phi}$ of degree $2(N-1)$, so these zeros are all it can have. They fix $K$ up to a factor, and $g_0=1$ fixes the factor. There is at most one optimal kernel.

To construct it, take a square, which is nonnegative by its form:
$$K(\phi)=\Big|\sum_{m=1}^{N}a_me^{im\phi}\Big|^2,\qquad a_m=\sqrt{\frac2{N+1}}\,\sin mq .$$
Expanding the square and collecting terms whose indices differ by $n$ gives $g_n=\sum_{m=1}^{N-n}a_ma_{m+n}$. For $n=0$, use $\sin^2mq=\frac12(1-\cos2mq)$. Over $m=0,\dots,N$ the cosines sum to zero, so $\sum\sin^2mq=(N+1)/2$ and $g_0=1$. For $n=1$, note that $\frac12(a_{m-1}+a_{m+1})=\cos q\,a_m$, with $a_0=a_{N+1}=0$. Multiplying by $a_m$ and summing gives $g_1=\cos q$. The bound is attained, and this is the Jackson kernel.

For explicit factors, use $2\sin mq\sin(m+n)q=\cos nq-\cos(2m+n)q$:
$$g_n=\frac1{N+1}\Big[(N-n)\cos nq-\sum_{m=1}^{N-n}\cos(2m+n)q\Big].$$
Multiplying the last sum by $2\sin q$ makes it telescope to $\sin(2N-n+1)q-\sin(n+1)q$. Since $(2N-n+1)q=2\pi-(n+1)q$, this equals $-2\sin(n+1)q$, and the sum is $-\sin(n+1)q/\sin q$. Expanding $\sin(n+1)q=\sin nq\cos q+\cos nq\sin q$ gives
$$\boxed{g_n=\frac{(N-n+1)\cos nq+\sin nq\,\cot q}{N+1}},\qquad q=\frac{\pi}{N+1}. \tag{2}$$
For $N=3$ this returns $g_1=1/\sqrt2$ and $g_2=1/4$.

As a check that does not assume a square, a linear program maximized $g_1$ for $N=8$ under $K\ge0$ on a fine grid. It found $0.93969$, equal to $\cos(\pi/9)$ to the digits shown.

The tails follow by multiplying $A=\sum_m\sin(mq)e^{im\phi}$ by $2(\cos\phi-\cos q)$. The recurrence for $\sin mq$ cancels every interior term and leaves $\sin q\,[1+e^{i(N+1)\phi}]$. Taking the squared modulus,
$$K(\phi)=\frac{2\sin^2q\,\cos^2[(N+1)\phi/2]}{(N+1)(\cos\phi-\cos q)^2}. \tag{3}$$
At fixed $\phi\neq0$ its envelope falls as $N^{-3}$, whereas the truncation kernel keeps an oscillation of fixed amplitude.

## What resolution $\pi/N$ means

The broadened level has moments $g_nT_n(x')$. With $x^2=(1+T_2)/2$ and $N\ge3$,
$$\langle x\rangle=g_1x',\qquad \langle x^2\rangle=\tfrac12[1+g_2(2x'^2-1)],$$
$$\sigma^2=\tfrac12(1-g_2)+x'^2(g_2-g_1^2).$$
In (2), $\sin2q\cot q=2\cos^2q=1+\cos2q$, so $g_2=(N\cos2q+1)/(N+1)$. It follows that
$$1-g_2=\frac{2N\sin^2q}{N+1},\qquad g_2-g_1^2=\sin^2q-(1-g_2)=-\frac{N-1}{N+1}\sin^2q ,$$
$$\boxed{\sigma^2=\sin^2q\;\frac{N-(N-1)x'^2}{N+1}} . \tag{4}$$

At the centre $\sigma\to\pi/N$. Elsewhere in the interior, for large $N$, $\sigma\to\pi\sqrt{1-x'^2}/N$, or $\pi W\sqrt{1-x'^2}/N$ in energy. This is a constant angular width $\pi/N$ projected onto $x=\cos\theta$. At $x'=\pm1$ the law changes to $\sigma\approx\pi/N^{3/2}$; there the rms value is set by the tail of the kernel, while most of the weight lies within a distance of order $N^{-2}$ in $x$.

For $N=64$ and $W=0.20$ hartree, $\pi/N=0.0491$. Equation (4) gives $\sigma=0.0479$ at $x'=0$, or $0.0096$ hartree; at $x'=0.6$ it gives $0.0077$ hartree, and at $x'=1$ $0.0012$ hartree.

This is an rms width. The full width of $K$ at half maximum is $2.34\,\pi/N$ at $N=64$, which is $2.40\,\sigma$ with the central $\sigma=0.0479$, near the $2\sqrt{2\ln2}\,\sigma=2.355\,\sigma$ of a Gaussian. If the peak is treated as a Gaussian, two equal levels show a dip between them only when their separation exceeds $2\sigma$. At the centre of the window a spacing of $\pi W/N$ is thus not enough to see two maxima; nearer the window edges, where $\sigma$ is smaller, it can be.

## A covalent chain with a gap

Consider a model chain with one orbital and one electron per atom, on-site energy zero, and bonds that alternate between hopping magnitudes $t_1=0.12$ and $t_2=0.06$ hartree. It is an independent-electron model with orthogonal orbitals. For two atoms per cell the Bloch matrix has off-diagonal element $-(t_1+t_2e^{-ik})$, so
$$E^2=t_1^2+t_2^2+2t_1t_2\cos k .$$
The bands lie at $\Delta<|E|<B$, with $\Delta=t_1-t_2=0.06$ and $B=t_1+t_2=0.18$ hartree. Choosing $W=0.20$ hartree leaves a margin.

Each energy in a band occurs at $\pm k$, and there are two atoms per cell, so $D(E)=\frac12\cdot\frac{2}{2\pi}|dk/dE|$ per atom and spin. Differentiation gives $|dk/dE|=|E|/(t_1t_2|\sin k|)$. Also $(E^2-\Delta^2)(B^2-E^2)=4t_1^2t_2^2\sin^2k$, hence
$$D(E)=\frac{|E|}{\pi\sqrt{(E^2-\Delta^2)(B^2-E^2)}} .$$

The first moments can be done by hand. The $k$ average of $x^2$ is $(0.0144+0.0036)/0.04=0.45$, so $\mu_2=2(0.45)-1=-0.10$. That of $x^4$ is $0.45^2+2t_1^2t_2^2/W^4=0.2673$, so $\mu_4=8(0.2673)-8(0.45)+1=-0.4616$. Odd moments vanish because the spectrum is symmetric.

The calculation used a ring of 1200 atoms and up to 1024 moments. A closed path around the ring needs at least 1200 hops, so these moments equal those of the infinite chain. For $N=64$ the densities, per hartree per atom, are:

| $E$ (hartree) | exact | truncated | Jackson |
|---|---:|---:|---:|
| 0.00 | 0 | 0.381 | 0.002 |
| 0.03 | 0 | −0.472 | 0.012 |
| 0.05 | 0 | −0.875 | 1.107 |
| 0.08 | 2.985 | 2.899 | 3.219 |
| 0.12 | 2.740 | 2.718 | 2.752 |
| 0.16 | 4.164 | 3.844 | 4.238 |

The Jackson value at $0.05$ hartree is not small. The band edge is $0.01$ hartree away, about one rms width, and its states spread into the gap. Positivity does not make a gap edge sharp. Nor is the Jackson result closer at every energy: relative to the exact value, it is 7.9% too high at $0.08$ hartree, where truncation is 2.9% too low.

Away from the edges the Jackson kernel acts on the locally smooth function $f(\theta)=\pi\sin\theta\,D$. Expand $f$ in a Taylor series under the kernel. The linear term cancels by symmetry, and the leading error is $\frac12\langle\phi^2\rangle f''$ with $\langle\phi^2\rangle\approx2-2g_1\approx\pi^2/N^2$. By (3) the distant band edges contribute only at order $N^{-3}$, so the error is of order $N^{-2}$. The argument does not apply to the truncation kernel, whose tail does not decay with $N$. At $0.12$ hartree the relative error of the Jackson density falls from $4.5\times10^{-3}$ to $2.9\times10^{-4}$ and $1.8\times10^{-5}$ for $N=64$, 256 and 1024, close to a factor of 16 each time.

Truncation behaves differently near the gap edge. Its deepest values there are $-0.98$, $-1.61$ and $-3.31$ per hartree for the same $N$. Let $y$ be the angular distance from the edge into the band, where the density behaves as $Cy^{-1/2}$. Near its peak the truncation kernel divided by $2\pi$ is $\sin(Ny)/(\pi y)$. At distance $u/N$ into the gap, substituting $y=s/N$ gives
$$C\sqrt N\int_0^\infty\frac{\sin(s+u)}{\pi(s+u)}\frac{ds}{\sqrt s} .$$
To leading order the dip deepens as $\sqrt N$ and moves towards the edge as $1/N$. The last two depths have the ratio 2.06, near the predicted 2; the first two have 1.64, because near $N=64$ the corrections to the leading term, which oscillate with $N$, are still large.

Deep in the gap the Jackson tail can be bounded. At $E=0$, $\theta=\pi/2$ and every level has $|x'|\ge0.3$, so the two cosines entering (3) are $\pm\sin\theta'$, with $\sin\theta'\le\sqrt{0.91}$. When $\cos q>\sqrt{0.91}$,
$$D_{\rm Jackson}(0)\le\frac{2\sin^2q}{\pi W(N+1)(\cos q-\sqrt{0.91})^2} .$$
At $N=1024$ the bound is $1.4\times10^{-5}$ per hartree and the computed value $6.4\times10^{-7}$.

## When the kernel should be left out

Band energies show the price of positivity. With two spins and the negative band filled, the energy per atom is $2\int_{E<0}E\,D\,dE=-W\int|x|D\,dx$. For $m\ge1$ the cosine coefficient of $|\cos\theta|$ is
$$\frac4\pi\int_0^{\pi/2}\cos\theta\cos2m\theta\,d\theta=\frac{2(-1)^m}{\pi}\Big[\frac1{2m+1}-\frac1{2m-1}\Big]=-\frac{4(-1)^m}{\pi(4m^2-1)},$$
and the constant term is $2/\pi$. Therefore
$$E_{\rm band}=-W\Big[\frac2\pi-\frac4\pi\sum_{m\ge1}\frac{(-1)^m g_{2m}\mu_{2m}}{4m^2-1}\Big],$$
where the sum stops at the last available moment and $g_{2m}=1$ for truncation.

The Jackson kernel moves the mean position of a level from $x'$ to $g_1x'$. If its tail across $x=0$ is negligible, $|x'|$ becomes $g_1|x'|$, and the band energy loses the fraction
$$1-g_1=1-\cos q\approx\frac{\pi^2}{2N^2} .$$
The tail can only reduce this loss, because $\langle|x|\rangle\ge|\langle x\rangle|$. Without a gap at $x=0$ the reduction is itself of order $N^{-2}$, and this fraction does not apply. For $N=256$ the computed loss is $7.40\times10^{-5}$ of the band energy, against $1-g_1=7.47\times10^{-5}$.

The model's band energy is $-0.127625$ hartree per atom. At $N=64$ the Jackson error is $1.4\times10^{-4}$ hartree and the truncation error $7\times10^{-6}$ hartree. The series shows the difference: truncation leaves every retained term exact and loses only the terms with $2m\ge N$, each weighted by $1/(4m^2-1)$, whereas the Jackson factors alter every term of the sum over $m$, beginning with $1-g_2\approx2\pi^2/N^2$ at $m=1$. For this gapped chain, truncation is the better choice for the energy at all three values of $N$, whereas the Jackson kernel guarantees a nonnegative spectrum.

To choose $N$ for a spectrum, set $\pi W/N$ equal to the wanted rms width at the centre. For $0.002$ hartree and this window, $N=315$. A wider window needs proportionally more moments. The guarantee of positivity also assumes moments of a true nonnegative density: errors in the moments, if large enough, can bring negative values back. Further values are in the numerical output below.

## Computed values

```
hoppings: 0.12, 0.06 hartree; W = 0.20 hartree
band edges |E|: 0.06, 0.18 hartree; ring: 1200 atoms
mu_2 = -0.1000, mu_4 = -0.4616 (dimensionless)
states in 0.08..0.14 hartree, counted: 0.1667 per atom
same, from closed density: 0.1668 per atom
truncation kernel, N=64: minimum/peak = -0.2173
Jackson g_0..g_7 for N=8: 1.0000 0.9397 0.7920 0.5977 0.3971 0.2235 0.0977 0.0260
N=8 best g_1 by linear program: 0.93969
N=8 cos(pi/9): 0.93969
N=64: g_1 = 0.998832, pi/N = 0.04909 rad
N=64 rms width at x=0.0: 0.04794 in x, 0.009588 hartree
N=64 rms width at x=0.6: 0.03852 in x, 0.007704 hartree
N=64 rms width at x=1.0: 0.00599 in x, 0.001199 hartree
N=64 kernel full width at half maximum: 0.11497 rad
  in units of pi/N: 2.342
density of states at N=64, per hartree per atom:
  E=0.00 hartree: exact 0.0000, truncated 0.3805, Jackson 0.0024
  E=0.03 hartree: exact 0.0000, truncated -0.4721, Jackson 0.0119
  E=0.05 hartree: exact 0.0000, truncated -0.8746, Jackson 1.1069
  E=0.08 hartree: exact 2.9845, truncated 2.8985, Jackson 3.2193
  E=0.12 hartree: exact 2.7396, truncated 2.7178, Jackson 2.7519
  E=0.16 hartree: exact 4.1639, truncated 3.8438, Jackson 4.2378
N=64: truncated gap minimum -0.9793 per hartree at 0.04867 hartree
N=256: truncated gap minimum -1.6095 per hartree at 0.05713 hartree
N=1024: truncated gap minimum -3.3105 per hartree at 0.05929 hartree
N=64: Jackson at E=0 2.412e-03, bound 5.672e-02 per hartree
N=256: Jackson at E=0 3.304e-05, bound 8.751e-04 per hartree
N=1024: Jackson at E=0 6.387e-07, bound 1.375e-05 per hartree
N=64: Jackson relative error at 0.12 hartree 4.502e-03
N=256: Jackson relative error at 0.12 hartree 2.882e-04
N=1024: Jackson relative error at 0.12 hartree 1.812e-05
exact band energy: -0.12762533 hartree per atom
N=64: energy error truncated 7.25e-06, Jackson 1.43e-04 hartree
N=256: energy error truncated 9.00e-08, Jackson 9.44e-06 hartree
N=1024: energy error truncated -4.02e-09, Jackson 5.98e-07 hartree
N=256: relative energy loss 7.3997e-05, 1-g_1 = 7.4713e-05
N for pi*W/N = 0.002 hartree: 315
```
